# Crystallization of thin films: from quartic to cubic time dependence

## 1. The decision that hangs on the result

Suppose an isothermal anneal of an amorphous film has given the time at which half of it is crystalline, and a nucleation rate or growth speed is to be extracted. Two formulas offer themselves. One contains $Iu^3t^4$, the other $Idu^2t^3$, where $I$ is the nucleation rate per volume and time, $u$ the growth speed and $d$ the film thickness. For the 20 nm film worked out below, putting the half-time into the quartic formula makes $Iu^3$ too small by a factor of 3.6. We need to know which formula holds when, and whether the change between them can be seen at all.

## 2. Model

The film fills $0<z<d$ and is unlimited sideways. From $t=0$, at fixed temperature:

- nuclei of negligible size appear at random in untransformed material, at constant rate $I$;
- each grain grows at the same constant speed $u$ in all directions and stops where it meets another grain;
- the faces stop growth and, for now, cause no nucleation.

Write $R=ut$ for the radius that a grain born at $t=0$ would have if free. The film is convex, so the straight path from a nucleus to any film point lies inside the film. A free grain of age $t$ is therefore a ball of radius $R$ cut off by the faces.

## 3. Probability that a point is still amorphous

Nucleus $i$, born at $\mathbf r_i$ at time $t_i$, would reach a point $P$ at $t_i+|P-\mathbf r_i|/u$. The nucleus with the earliest such time does reach $P$ unhindered: a grain that blocked it at an intermediate point would, by going on from there, have an earlier arrival time at $P$ as well.

We may also let "phantom" nuclei appear in crystalline material. Let a phantom be born at $Q$ at time $t'$, where a grain from $Q_0$, born at $t_0$, has already arrived. Then $t'\ge t_0+|Q-Q_0|/u$, and the triangle inequality gives

$$t'+\frac{|P-Q|}{u}\ \ge\ t_0+\frac{|Q-Q_0|+|P-Q|}{u}\ \ge\ t_0+\frac{|P-Q_0|}{u}.$$

The phantom never arrives first, so it changes nothing. With phantoms included, nucleation events are independent and uniform in space and time.

A point at height $z$ is amorphous at $t$ if no event occurred at any earlier $t'$ within distance $u(t-t')$. Let $V(z,r)$ be the volume inside the film of a ball of radius $r$ centred at $z$. Divide the dangerous region of space and time into small cells; each is empty with probability $1-I\,\delta V\,\delta t$, and the product over cells tends to an exponential:

$$1-X(z,t)=e^{-E(z,t)},\qquad E=I\int_0^t V\big(z,u(t-t')\big)\,dt'=\frac Iu\int_0^R V(z,r)\,dr .$$

The last step substitutes $r=u(t-t')$, so $dt'=-dr/u$, and the sign reverses the limits. $E$ is the extended fraction: it counts overlapping grains repeatedly and may exceed 1.

## 4. Geometry and time integral

Cut the ball by the plane at height $z$. Consider the side whose face lies at distance $a$. If $r\le a$, this side holds a half-ball, $2\pi r^3/3$. If $r\ge a$, add discs of area $\pi(r^2-s^2)$ up to the face:

$$\int_0^a\pi(r^2-s^2)\,ds=\pi\left(ar^2-\frac{a^3}{3}\right).$$

Both expressions equal $2\pi a^3/3$ at $r=a$. Now integrate over $r$ from 0 to $R$ and call the result $G(R,a)$. For $R\le a$,

$$G=\frac{\pi R^4}{6}.$$

For $R\ge a$ the integral is split at $r=a$:

$$G=\frac{\pi a^4}{6}+\pi\left[\frac{a(R^3-a^3)}{3}-\frac{a^3(R-a)}{3}\right]
=\pi\left[\frac{aR^3}{3}-\frac{a^3R}{3}+\frac{a^4}{6}\right],$$

because the terms $-a^4/3$ and $+a^4/3$ cancel. The two sides have $a=z$ and $a=d-z$, hence

$$E(z,t)=\frac Iu\left[G(R,z)+G(R,d-z)\right].$$

While $R$ is smaller than both distances, $E=(\pi/3)Iu^3t^4$, the bulk law. At a face one distance is zero and $G(R,0)=0$, so for $R\le d$ the extended fraction is half the bulk value. Faces lag because grains can reach them from one side only.

## 5. Average over the thickness

The two terms in $E$ have equal averages, as $z\to d-z$ shows. Therefore

$$\bar E=\frac{2I}{ud}\int_0^d G(R,a)\,da .$$

**Case $R\le d$.** For $a<R$ the second form of $G$ applies, for $a>R$ the first:

$$\int_0^R G\,da=\pi R^5\left(\frac16-\frac1{12}+\frac1{30}\right)=\frac{7\pi R^5}{60},\qquad
\int_R^d G\,da=\frac{\pi R^4(d-R)}{6}.$$

Their sum is $\pi R^4d/6-\pi R^5/20$.

**Case $R\ge d$.** The second form holds throughout:

$$\int_0^d G\,da=\pi\left(\frac{d^2R^3}{6}-\frac{d^4R}{12}+\frac{d^5}{30}\right).$$

Multiply by $2I/(ud)$ and introduce

$$\rho=\frac{ut}{d},\qquad \kappa=\frac{Id^4}{u}.$$

The result is

$$\bar E=\pi\kappa\left(\frac{\rho^4}{3}-\frac{\rho^5}{10}\right)\ (\rho\le1),\qquad
\bar E=\pi\kappa\left(\frac{\rho^3}{3}-\frac{\rho}{6}+\frac1{15}\right)\ (\rho\ge1).$$

The leading terms, in the original symbols, are

$$\bar E\to\frac{\pi}{3}Iu^3t^4\quad(ut\ll d),\qquad \bar E\to\frac{\pi}{3}Idu^2t^3\quad(ut\gg d).$$

Equating them gives $ut=d$. There both full expressions equal $7\pi\kappa/30$, which is 70 % of the common value $\pi\kappa/3$ of the limiting laws.

The cubic law has a simple meaning. A free grain of radius $r\gg d$ is nearly a disc of volume $\pi r^2d$. It grows in two dimensions, and steady nucleation supplies the third power: $(I/u)\int_0^R\pi r^2d\,dr=\pi IdR^3/(3u)$. A nucleus at height $z$ touches both faces at age $\max(z,d-z)/u$, between $d/(2u)$ and $d/u$. At $t=d/u$ the oldest grains, if unobstructed, therefore span the film, while newborn ones do not.

## 6. How wide is the crossover?

The local exponent is $n=d\ln\bar E/d\ln t=\rho\bar E'(\rho)/\bar E$. Multiplying numerator and denominator by 30 and cancelling common powers gives

$$n=\frac{40-15\rho}{10-3\rho}\ (\rho\le1),\qquad n=\frac{30\rho^3-5\rho}{10\rho^3-5\rho+2}\ (\rho\ge1).$$

Subtracting the limiting exponents,

$$n-4=-\frac{3\rho}{10-3\rho}\approx-0.3\rho,\qquad n-3=\frac{10\rho-6}{10\rho^3-5\rho+2}\approx\frac1{\rho^2}.$$

The approximations are for small and large $\rho$ respectively. The first branch has derivative $-30/(10-3\rho)^2<0$. On the second, the derivative has the sign of $-200\rho^3+180\rho^2-10$, negative for $\rho\ge1$. So $n$ falls steadily from 4 to 3, passing $25/7\approx3.57$ at $\rho=1$ and 3.5 at $\rho=1.116$. Solving for $n=3.9$ and $n=3.1$ gives $\rho\approx0.30$ and $2.9$: the change takes about a decade in time.

## 7. What a measurement sees

The power laws belong to $\bar E$. The measured fraction is the average of the local one,

$$X(t)=1-\langle e^{-E(z,t)}\rangle_z ,$$

and it saturates at 1. The usual plot shows $y=-\ln(1-X)$ against time on logarithmic axes. Since the exponential is convex, $\langle e^{-E}\rangle\ge e^{-\bar E}$, so $y\le\bar E$, with equality when $E$ does not vary with $z$.

**Thin film, $\kappa\ll1$.** Half transformation comes at $\rho\gg1$. The part of $E$ that depends on $z$ is then smaller than the leading part by order $1/\rho^2$, so $y\approx\bar E$. Setting the cubic law equal to $\ln2$,

$$t_{1/2}\approx\left(\frac{3\ln2}{\pi Idu^2}\right)^{1/3}\propto d^{-1/3}.$$

**Thick film, $\kappa\gg1$.** Half transformation comes at $\rho\ll1$, when the slower layers near the faces are a small part of the film:

$$t_{1/2}\approx\left(\frac{3\ln2}{\pi Iu^3}\right)^{1/4},$$

independent of $d$. The film fills up before its grains can span it.

The crossover lies in the observable part of the transformation when $\kappa$ is between about 0.02 and 1, that is, when $d$ is roughly 0.4 to 1 times $(u/I)^{1/4}$; the fall in slope between 1 % and 90 % transformed is largest, about 0.68, near $\kappa\approx0.1$. For much smaller $\kappa$ the quartic stage is over while $X$ is still tiny.

**A slope below 4 does not prove spanning.** Let $n_z=d\ln E/d\ln t$ at fixed $z$ and $w=e^{-E}/\langle e^{-E}\rangle$, so that $\langle w\rangle=1$. Differentiating $y$ gives

$$\frac{dy}{d\ln t}=\langle w\,n_zE\rangle .$$

Because $\ln w=y-E$, we have $\langle wE\rangle=y-\langle w\ln w\rangle$. The inequality $w\ln w\ge w-1$ makes the last average non-negative, so $\langle wE\rangle\le y$. Even if every layer had $n_z=4$, the slope $d\ln y/d\ln t=\langle wn_zE\rangle/y$ would fall below 4 as soon as $E$ varied across the film. The lag of the faces is such a variation.

## 8. Worked example

Take round parameters for a nucleation-dominated chalcogenide phase-change film annealed near 410 K: $d=20$ nm, $u=0.1$ nm/s, $I=10^{-8}\ \mathrm{nm^{-3}\,s^{-1}}$. Then

$$\kappa=\frac{10^{-8}\times20^4}{0.1}=0.016,\qquad \frac du=200\ \mathrm s,\qquad \left(\frac uI\right)^{1/4}=56\ \mathrm{nm}.$$

At 200 s, $\bar E=7\pi(0.016)/30=0.0117$, and $X$ is 1.2 %. The quartic stage is practically hidden. The half-time is 700 s, where $\rho=3.501$:

$$\bar E=\pi(0.016)\left(\frac{3.501^3}{3}-\frac{3.501}{6}+\frac1{15}\right)\approx0.693=\ln2 .$$

The cubic estimate is 692 s, about 1 % short; the quartic estimate is 507 s, 28 % short. Read backwards, the quartic formula would return $(507/700)^4=0.275$ of the true $Iu^3$, the factor of 3.6 quoted at the start.

With $I$ and $u$ held fixed and the thickness varied:

| $d$ (nm) | $\kappa$ | $t_{1/2}$ (s) | slope at 1 % | 50 % | 90 % |
|---|---|---|---|---|---|
| 5 | 0.0000625 | 1098 | 3.03 | 3.00 | 3.00 |
| 20 | 0.016 | 700 | 3.60 | 3.07 | 3.03 |
| 50 | 0.625 | 563 | 3.88 | 3.49 | 3.29 |
| 200 | 160 | 519 | 3.97 | 3.88 | 3.69 |

The slopes are those of $\ln y$ against $\ln t$. Of these four films, the 50 nm one has the largest fall in slope between 1 % and 90 %; at $d=55.5$ nm, half transformation coincides with $ut=d$. In the 200 nm film $ut$ is 52 nm at half-time, so $\rho=0.26$ and the formula for $n$ gives 3.92. The observed slope is 3.88. The difference comes from the variation of $E$ across the film: if $E$ were uniform, then $w=1$ and $y=\bar E$ in section 7, and the two slopes would agree.

**Grains.** Real nuclei form in the amorphous part alone, so their final number per film area is

$$N_A=Id\int_0^\infty(1-X)\,dt .$$

In the cubic limit $1-X=e^{-(t/\tau)^3}$ with $\tau=(3/\pi Idu^2)^{1/3}$. The integral is $\Gamma(4/3)\tau$, and

$$N_A\approx\Gamma(4/3)\left(\frac3\pi\right)^{1/3}\left(\frac{Id}{u}\right)^{2/3}\approx0.88\left(\frac{Id}{u}\right)^{2/3}.$$

Here this is $1.40\times10^{-4}\ \mathrm{nm^{-2}}$; the full $X(t)$ gives $1.415\times10^{-4}\ \mathrm{nm^{-2}}$. The lateral size $N_A^{-1/2}$ is 84 nm, about four times the thickness.

**Tests.** The ball volumes were integrated independently along chords normal to the film, then over time and thickness, for $\rho$ from 0.1 to 5. The largest relative difference from the formulas was $3\times10^{-6}$. The kinetics were also simulated with random nuclei, refusing those that fell in crystalline material. At the predicted half-times the simulated $X$ was $0.496\pm0.006$ for 20 nm (150 runs) and $0.500\pm0.005$ for 200 nm (40 runs), the errors being standard errors. The fraction of the area with the same grain at both faces was 94.7 % in the thin film and 0.0 % in the thick one.

## 9. Where real films depart from the model

The example's $I$ and $u$ are rough values for this class of film. Both depend strongly on temperature, composition and preparation, so the 56 nm dividing thickness belongs to these parameters and is not a material constant. The inputs below are likewise rough assumptions, used to size the neglected effects.

**Interface nucleation.** Let each interface nucleate at rate $I_s$ per area. Averaged over the film, one interface adds $I_sG(R,d)/(ud)$ to $\bar E$. This tends to $\pi I_sR^4/(6ud)$ early and $\pi I_sR^3/(3u)$ late: again quartic to cubic, but with the limiting laws crossing at $ut=2d$. For two interfaces the late law becomes

$$\bar E\to\frac\pi3(Id+2I_s)u^2t^3 .$$

If a 0.3 nm interface layer has its nucleation barrier lowered by 0.10 eV, then with $kT=0.0353$ eV,

$$I_s=10^{-8}\times0.3\times e^{0.10/0.0353}\approx5.1\times10^{-8}\ \mathrm{nm^{-2}\,s^{-1}}.$$

The two interfaces add 49 % to $\bar E$ at the original half-time and shorten that time by roughly 12 %, since $1.49^{-1/3.1}\approx0.88$. The slope of $\bar E$ at that time barely moves, from 3.07 to 3.09, so in a film this thin, where both routes are close to the cubic law, a slope measured near half transformation is a poor guide to where nuclei form. In thicker films the two can differ: at 50 nm, nucleation at the interfaces alone with ten times this $I_s$ gives an observed slope of 4.0 at half transformation, against 3.49 for volume nucleation. A lowering of $kT\ln(20/0.3)=0.15$ eV makes one interface equal to the whole volume in the late law. If interfaces dominate, the thin-film half-time no longer varies as $d^{-1/3}$ but becomes independent of $d$.

**Quenched-in nuclei.** Nuclei present at $t=0$ with density $N_0$ add $N_0V$, which goes from $t^3$ to $t^2$. With $N_0=5\times10^{-7}\ \mathrm{nm^{-3}}$ they add 22 % at the original half-time and lower the slope of $\bar E$ there to 2.88.

**Incubation.** If the whole process starts after a delay $\theta$ and the clock is not corrected, the apparent slope is $n\,t/(t-\theta)$. A delay of 60 s gives $3.07\times760/700=3.33$ at half transformation. At that one point a delay looks like an unfinished crossover. With this delay the apparent slope is about 4.7 at 1 % transformed, above the upper limit of 4 that holds for volume nucleation, and falls to 3.2 at 90 %. The difference shows mainly in the first few per cent of the transformation: a delay-free fit with $I$ and $u$ free follows the delayed curve to within 0.003 in $X$ from 1 % to 99 %, with $u\approx0.04$ nm/s in place of 0.1 nm/s. A delay of 20 s gives only 3.97 at 1 %. The delay is therefore best determined separately.

**Nucleus size.** An initial radius of 1 nm raises $\bar E$ at half-time by about $3.07\times1/70$, or 4.4 %.

**Temperature.** In the cubic regime $t_{1/2}\propto(Iu^2)^{-1/3}$. For activation energies of 3.0 eV (nucleation) and 2.4 eV (growth), the effective value is $(3.0+2\times2.4)/3=2.6$ eV. One kelvin more then shortens the half-time by 16 %, so a thickness series needs temperature control well below 1 K.

**Small cells.** The film law averages over many grains. A 50 nm by 50 nm area of this film holds 0.35 grain centres on average, so $X(t)$ does not describe the course of one such cell. If the cell is cut off from its surroundings, it must also wait for its own nucleus. The mean wait is $1/(10^{-8}\times50\times50\times20)=2000$ s, longer than the film's half-time. Once $ut$ exceeds the cell diagonal, $V$ is the constant cell volume and $E$ grows linearly in time. The cubic law therefore requires lateral dimensions much larger than both $d$ and the grain size.

**Using the result.** For a film much wider than its thickness and grain size, with constant $I$ and $u$ that do not depend on thickness, negligible interface and quenched-in nucleation, and time counted from the end of any incubation, use the cubic formula when $d\ll(u/I)^{1/4}$ and the quartic one when $d\gg(u/I)^{1/4}$. The quartic side converges slowly: with the example's $I$ and $u$, the half-time put into the quartic formula gives $Iu^3$ 8.5 % low at 200 nm and 3.4 % low at 500 nm, while the cubic formula gives $Iu^2$ 3.6 % low at 20 nm. Between them, fit the full $X(t)$. Neither formula separates $I$ from $u$; that takes a second measurement, such as the grain density, which in the thin limit fixes $I/u$. The numerical output follows these notes.

## Calculated quantities

```
thickness d = 20 nm, growth speed u = 0.10 nm/s
nucleation rate I = 1.0e-08 nm^-3 s^-1
kappa = I d^4/u = 0.0160
crossing time d/u = 200 s
mean extended fraction at d/u = 0.01173
X at d/u = 1.166 %
slope at ut = d: 3.5714
slope equals 3.5 at ut/d = 1.116
half-time = 700.3 s, ut/d there = 3.501
cubic-law half-time = 691.7 s
quartic-law half-time = 507.2 s
mean extended fraction at half-time = 0.69321 (ln 2 = 0.69315)
(u/I)^(1/4) = 56.2 nm
thickness with X = 50 % at ut = d: 55.5 nm
slopes of ln(-ln(1-X)) against ln t at X = 1, 50, 90 %:
 d=5 nm kappa=6.25e-05 t_half=1098 s slopes 3.031 3.002 3.001
 d=10 nm kappa=0.001 t_half=873 s slopes 3.166 3.012 3.006
 d=20 nm kappa=0.016 t_half=700 s slopes 3.597 3.070 3.033
 d=50 nm kappa=0.625 t_half=563 s slopes 3.877 3.491 3.285
 d=100 nm kappa=10 t_half=531 s slopes 3.943 3.761 3.597
 d=200 nm kappa=160 t_half=519 s slopes 3.973 3.878 3.694
grains per area = 1.415e-04 nm^-2, lateral size = 84.1 nm
simulation d=20 nm: X at half-time = 0.4955 +- 0.0062
  grains per area 1.411e-04, formula 1.415e-04 nm^-2
  same grain on both faces: 94.7 % of area
simulation d=200 nm: X at half-time = 0.4995 +- 0.0053
  grains per area 1.035e-03, formula 1.035e-03 nm^-2
  same grain on both faces: 0.0 % of area
largest relative geometry error = 2.8e-06
largest slope error = 1.7e-04
slope of mean extended fraction at half-time = 3.070
incubation delay 60 s: apparent slope 3.333
kT at 410 K = 0.0353 eV
interface layer 0.3 nm, barrier lower by 0.10 eV: rate 5.09e-08 nm^-2 s^-1
  two interfaces add 49 % to extended fraction; slope 3.092
  lowering for one interface to match the volume: 0.148 eV
quenched-in nuclei 5.0e-07 nm^-3: add 22 %, slope 2.883
nucleus radius 1 nm: extended fraction at half-time +4.4 %
activation energies: nucleation 3.0 eV, growth 2.4 eV
  1 K hotter: half-time changes by -16.4 %
mean grains in a 50 nm x 50 nm area = 0.35
```
